# Repairing noisy vacuum tails in simulated tunnelling images by plane matching, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

A surface is periodic in the plane $\mathbf r=(x,y)$ with reciprocal vectors $\mathbf G$, and $z$ points into the vacuum. An electron of mass $m$ moves in a local one-particle potential $V(\mathbf r,z)$, energies are measured from the vacuum level on the side being imaged, and $C=\hbar^2/2m$. A Bloch state with in-plane wavevector $\mathbf k$ and energy $E<0$ is

$$\psi=e^{i\mathbf k\cdot\mathbf r}\,\phi(\mathbf r,z),\qquad \phi=\sum_{\mathbf G}c_{\mathbf G}(z)\,e^{i\mathbf G\cdot\mathbf r}.$$

Each $c_{\mathbf G}$ is called a channel. We define

$$\kappa^2=-E/C,\qquad q_{\mathbf G}=\sqrt{\kappa^2+|\mathbf k+\mathbf G|^2},\qquad u=V/C=\sum_{\mathbf G}u_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf r}.$$

The matching plane is $z=z_0$ and $s=z-z_0\ge0$. The norm $\|f\|$ is the root mean square over one surface cell at fixed $z$, so Parseval's identity reads $\|\phi\|^2=\sum_{\mathbf G}|c_{\mathbf G}|^2$. The image is taken in the Tersoff–Hamann approximation (s-wave tip, small bias, no tip field in the gap): the current is proportional to the density $n(\mathbf r,z)$ of sample states in a window $E_1<E<E_2$. Lengths are in nm and energies in aJ ($10^{-18}$ J), with $C=6.104264\times10^{-3}$ aJ nm$^2$.

## Why the raw tail fails

Consider one channel with transform $\hat c(g)$ along $z$, and a basis that stops at $g_c$. Near the cutoff, model the contribution of a surface edge at $z=d$ by $\hat c(g)\approx B\,e^{-igd}e^{-\lambda(g-g_c)}$; the phase locates the edge and $\lambda$ measures its smoothness. The omitted part at positive $g$ is

$$\eta(z)=\int_{g_c}^\infty\frac{dg}{2\pi}\hat c(g)e^{igz}=\frac{B\,e^{ig_c(z-d)}}{2\pi}\int_0^\infty dt\,e^{-[\lambda-i(z-d)]t}=\frac{B\,e^{ig_c(z-d)}}{2\pi[\lambda-i(z-d)]},$$

with $t=g-g_c$. It oscillates at $g_c$ and falls as the inverse distance, while the signal falls as $e^{-qz}$, so the relative error grows essentially as $e^{+qz}$. This is an estimate, because the variational state in the small basis is not the truncated exact state and $g$ is discrete in a periodic cell; in the $5$ nm cell used below the error of channel $0$ falls by $1.9$ between $z=0.9$ and $2.3$ nm, where $1/(z-d)$ would give $3.3$. The numerical check tests the weaker claim that the floor falls by less than a factor of ten while the signal falls by more than $10^3$: between heights near $z=1.1$ and $1.7$ nm the error goes from $2.8\times10^{-4}$ to $1.9\times10^{-4}$ nm$^{-1/2}$ and the signal drops by $5.7\times10^{3}$.

## The propagator

Divide $-C\nabla^2\psi+V\psi=E\psi$ by $-C$, which gives $\nabla^2\psi=(u+\kappa^2)\psi$. On one term of the sum the in-plane Laplacian gives $-|\mathbf k+\mathbf G|^2$. Multiplying by $e^{-i(\mathbf k+\mathbf G)\cdot\mathbf r}$, averaging over the cell and moving that term to the right gives

$$c_{\mathbf G}''=q_{\mathbf G}^2\,c_{\mathbf G}+\sum_{\mathbf G'}u_{\mathbf G-\mathbf G'}(z)\,c_{\mathbf G'}.\tag{1}$$

Suppose $V=0$ for all $z\ge z_0$. The sum vanishes, the channels decouple, and $c_{\mathbf G}=a\,e^{-q_{\mathbf G}s}+a_+e^{+q_{\mathbf G}s}$. Since $E<0$ makes $q_{\mathbf G}\ge\kappa>0$, boundedness forces $a_+=0$, and $s=0$ fixes $a$:

$$c_{\mathbf G}(z)=c_{\mathbf G}(z_0)\,e^{-q_{\mathbf G}s}.\tag{2}$$

Under these two assumptions, flat potential and unbounded vacuum, (2) is exact. In-plane kinetic energy is unavailable for crossing the barrier, so each channel sees a barrier raised by $C|\mathbf k+\mathbf G|^2$. For $|\mathbf k+\mathbf G|\ll\kappa$, $q\approx\kappa+|\mathbf k+\mathbf G|^2/2\kappa$; for $|\mathbf k+\mathbf G|\gg\kappa$, $q\to|\mathbf k+\mathbf G|$, the decay of a solution of Laplace's equation. The propagation is applied to wavefunctions because the density component $\sum_{\mathbf G'}c^*_{\mathbf G'}c_{\mathbf G'+\mathbf G}$ mixes the rates $q_{\mathbf G'}+q_{\mathbf G'+\mathbf G}$, which depend on the state.

The reference for all checks except the image tail, which is compared with the Whittaker function, is a plane-wave diagonalisation that assumes no exponential. The slab has $V=-U_0f_0(z)-2V_1f_1(z)\cos Gx$, half thickness $d=0.30$ nm, period $a=0.40$ nm, $G=2\pi/a=15.708$ nm$^{-1}$, $U_0=2.40$ aJ, $V_1=0.30$ aJ, cell length $L=5.0$ nm and $g_{\max}=181$ nm$^{-1}$; channels are labelled by the integer $j$ in $k+jG$. For the test of (2) both profiles have error-function edges of width $0.08$ nm, flat for practical purposes at $z_0=0.65$ nm. A state at $k=G/8=1.9635$ nm$^{-1}$ has $\kappa=14.2669$ nm$^{-1}$, so $q_0=\sqrt{14.2669^2+1.9635^2}=14.4014$ nm$^{-1}$. The measured rates for $j=0,-1,+1$ are $14.401369$, $19.810465$ and $22.711771$ nm$^{-1}$, equal to $q_j$ in all printed digits.

## The scheme

```
input: states (k, E, phi), weights W, plane z0, heights z
n(r, z) = 0
for each k and each state with W > 0:
    p = phi(r, z0) on the in-plane grid   # Bloch phase removed
    p = project p on the symmetry of the state, if known
    c = FFT(p)
    q[G] = sqrt(-E/C + |k+G|^2)
    optional: c = (c - FFT(dphi/dz)/q) / 2      # short cell
    for each z >= z0:
        t[G] = exp(-q[G] (z - z0))    # or Riccati factor
        n(r, z) += W |inverse FFT(c t)|^2
```

With $N$ grid points in the plane, $N_z$ heights and $N_s$ states over all $\mathbf k$, the cost is $O(N_sN_zN\log N)$, and the memory is one plane per state in flight plus the image. A plane-wave code can skip the forward transform, since summing its coefficients over $g$ with phase $e^{igz_0}$ gives $c_{\mathbf G}(z_0)$ in one pass over the basis.

## Stability

Let the computed plane data be $c+\eta$ and the computed energy $E'$, with rates $q'_{\mathbf G}$. Adding and subtracting $c\,e^{-q's}$ splits the error of each channel:

$$(c+\eta)e^{-q's}-c\,e^{-qs}=\eta\,e^{-q's}+c\,(e^{-q's}-e^{-qs}).$$

The triangle inequality separates the two terms, and Parseval's identity with $e^{-q'_{\mathbf G}s}\le e^{-q'_{\min}s}$ bounds the first:

$$\|\delta\phi(z)\|\le e^{-q'_{\min}s}\|\eta\|+\big\|c\,(e^{-q's}-e^{-qs})\big\|.\tag{3}$$

Plane noise is thus damped for $s>0$; for $s<0$ the multipliers exceed one and the map amplifies the highest channels most, so it is not to be run inward. Differentiating $q^2=-E/C+|\mathbf k+\mathbf G|^2$ gives $\delta q=-\delta E/(2Cq)$, so the second term is a relative error $s\,|\delta E|/(2Cq)$ to first order, growing linearly with height. If the slowest channel is occupied, $\|\phi(z)\|\ge|c_{\min}(z_0)|e^{-q_{\min}s}$, and the noise term relative to the signal is at most $\|\eta\|/|c_{\min}(z_0)|$ at every height (taking $q'=q$).

In the check, the noisy state comes from a spherical cutoff $(k+jG)^2+g^2\le(45\ \text{nm}^{-1})^2$. Its plane error is $3.43\times10^{-4}$ nm$^{-1/2}$ and its energy error $1.40\times10^{-5}$ aJ. At $s=0.5$ nm the first term of (3) is $3.43\times10^{-4}e^{-7.2007}=2.56\times10^{-7}$ nm$^{-1/2}$, and the energy term is $0.5\times1.40\times10^{-5}/(2\times6.104\times10^{-3}\times14.40)=4\times10^{-5}$ of a signal of $6.07\times10^{-6}$ nm$^{-1/2}$, which is negligible. The actual error is $1.59\times10^{-8}$ nm$^{-1/2}$, or $0.26\%$ of the signal, sixteen times below the bound. Since the propagated error is at least $|\eta_0|e^{-q_0s}$ up to the small energy term, $|\eta_0|$ is at most about $\|\eta\|/16$ on this plane. That is an accident of its position: $\eta_0$ oscillates along $z$ at about $g_c$, and $z_0=0.65$ nm lies near one of its nodes. Over planes from $0.58$ to $0.72$ nm the rms relative error of $c_0$ is about $5\%$, and near $z=1.1$ nm channel $0$ alone carries about $2.2\times10^{-4}$ of the $2.8\times10^{-4}$ nm$^{-1/2}$ floor. A few per cent, the size of the bound on this plane ($4\%$ of the signal), is the typical figure, not $0.26\%$.

## Failure modes and cures

### Neighbouring slab

In a cell of length $L$ the vacuum is finite and $a_+\neq0$. For a slab with a mirror plane at $z=0$ and zero Bloch wavevector along $z$, the plane $z=L/2$ is also a mirror, and an even state has $c\propto e^{-qz}+e^{-q(L-z)}\propto\cosh q(L/2-z)$. On the plane the growing part relative to the decaying part is $e^{-q(L-z_0)}/e^{-qz_0}=e^{-2q(L/2-z_0)}$, with a minus sign for odd states. Without any symmetry, $c(z_0)=a+a_+$ and $c'(z_0)=-q(a-a_+)$, so

$$a=\tfrac12\left[c(z_0)-c'(z_0)/q\right].\tag{4}$$

For $L=1.6$ nm the predicted contamination is $e^{-2\times14.4014\times0.15}=1.3294\times10^{-2}$, and $1.3294\times10^{-2}$ is measured relative to the long-cell amplitude; after (4) the difference is $-7\times10^{-7}$. The projection has a price. Cutoff noise oscillates at $g_c$, so $|\eta'|\approx g_c|\eta|$, and by the estimate above the slope adds noise of order $g_c|\eta|/2q$. It can pay only when the contamination exceeds that noise taken relative to $|c(z_0)|$. With a $45$ nm$^{-1}$ cutoff it does not pay even at $L=1.6$ nm: over planes from $0.58$ to $0.72$ nm the rms relative error of $c_0$ rises from $5\%$ to $8\%$.

### Planar potential tail

Keep the diagonal term of (1), $c''=(q^2+u_0)c$, and set $\beta=-c'/c$ in a region where $c$ has no node. Then $\beta'=-c''/c+(c'/c)^2$, that is

$$\beta'=\beta^2-q^2-u_0.\tag{5}$$

Write $\beta=q+\delta$ and drop $\delta^2$, which leaves $\delta'=2q\delta-u_0$. The solution that stays bounded at infinity is $\delta(z)=\int_z^\infty e^{-2q(z'-z)}u_0(z')\,dz'$, as differentiation confirms: the lower limit gives $-u_0(z)$ and the exponent gives $2q\delta$. For an attractive tail $u_0=-\bar u\,e^{-\alpha s}$ with $\bar u=|u_0(z_0)|$ the integral is $\delta=-\bar u\,e^{-\alpha s}/(2q+\alpha)$, and dropping $\delta^2$ against $u_0$ needs $\bar u\ll(2q+\alpha)^2$. From $\ln[c(z)/c(z_0)]=-qs-\int_0^s\delta\,ds'$,

$$\ln\frac{c_{\rm true}}{c_{\rm flat}}=\frac{\bar u\,(1-e^{-\alpha s})}{\alpha(2q+\alpha)}.\tag{6}$$

The attractive tail lowers the barrier, so (2) underestimates the amplitude, by a factor that saturates for $s\gg1/\alpha$.

The test uses Fermi edges, $f(z;w)=\sinh(d/w)/[\cosh(d/w)+\cosh(z/w)]$, which for $d\gg w$ decay as $e^{-(z-d)/w}$; $f_0$ has $w=0.07$ nm, so $\alpha=14.2857$ nm$^{-1}$. For the state at $-1.63843$ aJ and $k=G/8$, $q_0=16.5004$ nm$^{-1}$ and $\bar u=1.2924$ nm$^{-2}$ at $z_0=0.70$ nm. With $s=0.4$ nm, (6) gives $1.2924\times0.9967/(14.2857\times47.2865)=1.907\times10^{-3}$, against $1.914\times10^{-3}$ measured. This small figure belongs to the short model tail. An LDA exchange-correlation potential falls roughly as $n^{1/3}$. Evaluated, not self-consistently, on the total density of this slab (levels filled to $-0.72$ aJ, $k_x=G/8$ and $3G/8$), it has $\bar u\approx6.4$ nm$^{-2}$ and a local decay rate of about $8.5$ nm$^{-1}$ at the same plane, and integrating (5) with it gives $1.7\times10^{-2}$ for the same $q_0$, nine times larger. In a density-functional calculation $\bar u$ and $\alpha$ have to be read from the computed potential.

The cure is to integrate (5) with the planar average of the potential, together with $I'=\beta$, from a far point inward, starting at $\beta=\sqrt{q^2+u_0}$; the multiplier is $t=e^{-[I(z)-I(z_0)]}$. A perturbation of $\beta$ obeys $\epsilon'=2\beta\epsilon$, so for $\beta>0$ the starting error dies in the inward direction and would grow outward. The added cost is one small integration per state and retained channel. On a close plane, $z_0=0.55$ nm, the error in $\ln c_0$ falls from $1.6\times10^{-2}$ to $7.6\times10^{-5}$. The remainder is the neglected coupling to $j=\pm1$: adding $u_{\pm1}(c_1+c_{-1})/c_0$, taken from the reference state, to $u_0$ in (5) lowers the error below $10^{-8}$.

In a flat, unbounded vacuum each channel decays exactly as (2), outward propagation damps plane noise, and a neighbouring slab or a planar potential tail can be treated with (4) or (5), though with a 45 nm$^{-1}$ cutoff the projection (4) does not pay. Still to come are corrugated and image-potential tails, an empty slowest channel, limits on grid and energy, the choice of plane, and a worked image.
